\section*{Fixed-Amplitude MP2-F12/3C for Helium with s, p, d Gaussians}

\section{Problem}

Treat the helium atom with a fixed point nucleus, without relativity, in atomic units. Let $i$ be the doubly occupied Hartree--Fock 1s orbital, $\epsilon$ its energy, $g=1/r_{12}$, and
\begin{equation}
f(r_{12})=-\frac{e^{-\gamma r_{12}}}{\gamma}.
\end{equation}
The orbital basis is cc-pVTZ. A complementary auxiliary basis, also of s, p and d Gaussians, resolves the identity. The indices $a,b$ denote virtual orbitals of the orbital basis and $x$ complementary orbitals.

\begin{enumerate}
\item Set up the MP2 energy functional for the pair function
\begin{equation}
|u\rangle=\sum_{ab}t_{ab}|ab\rangle+cQf|ii\rangle,
\end{equation}
with $Q=(1-O_1)(1-O_2)-V_1V_2$, where $O$ and $V$ project on $i$ and on the virtual orbitals. Find $c$ from the electron--electron cusp.
\item Derive all integrals that a code needs.
\item Derive the F12 intermediates in approximation C, which resolves exchange in the auxiliary basis and treats the rest of the Fock operator by a commutator. Keep the coupling between $Qf|ii\rangle$ and $|ab\rangle$.
\item Compute the MP2 basis-set limit. Show that the triple-zeta F12 energy exceeds 98 percent of it when $\gamma$ is chosen by minimizing the energy on the grid $0.6,0.8,\ldots,2.0\,a_0^{-1}$. Does every $\gamma$ on the grid suffice?
\end{enumerate}

\section{Solution}

\subsection{Functional and cusp}

The zeroth-order operator is $F_1+F_2$. The perturbation is $g$ minus one-electron mean-field terms, and the latter cannot excite both electrons. With $D=F_1+F_2-2\epsilon$, the doubly excited first-order function $u_0$ therefore obeys
\begin{equation}
Du_0=-g|ii\rangle,\qquad E_2=\langle ii|g|u_0\rangle, \label{first}
\end{equation}
the first equation being projected on $(1-O_1)(1-O_2)$. Single excitations vanish for a converged Hartree--Fock orbital in a complete basis. Their finite-basis remainder corrects the Hartree--Fock energy and is left out here. Define
\begin{equation}
E[u]=2\langle u|g|ii\rangle+\langle u|D|u\rangle. \label{functional}
\end{equation}
For $u=u_0+\delta$ the terms linear in $\delta$ cancel by \eqref{first}, and $E[u]=E_2+\langle\delta|D|\delta\rangle$. Since $D$ is positive for double excitations, $E[u]$ is an upper bound to $E_2$ for the given $i$, provided the matrix elements are exact.

As $r_{12}\to0$, the $1/r_{12}$ singularity must cancel in \eqref{first}. The relative kinetic energy is $-\nabla_{r_{12}}^2$, and $f=-1/\gamma+r_{12}+\cdots$. Because $-\nabla^2(cr_{12})=-2c/r_{12}$ must equal $-1/r_{12}$,
\begin{equation}
c=\tfrac12 .
\end{equation}
The single pair is a spin singlet, so no second amplitude is needed.

\subsection{Reduction to angular channels}

Both $i$ and $r_{12}$-dependent operators are rotationally invariant. Hence, for real spherical harmonics,
\begin{equation}
O_{pq}\equiv\iint i(1)p(1)\,O(r_{12})\,i(2)q(2)\,d1\,d2
\end{equation}
vanishes unless $p$ and $q$ have equal $l$ and $m$, and it does not depend on $m$. A pair function is one symmetric matrix per $l$. For two such functions $A,B$,
\begin{align}
\langle A|B\rangle&=\sum_l(2l+1)\,\mathrm{tr}(AB),\\
\langle A|F_1+F_2|B\rangle&=2\sum_l(2l+1)\,\mathrm{tr}(AFB).
\end{align}
The factor 2 comes from the equal contributions of the two electrons. For $O=g$ the matrix is also the exchange matrix, $K_{pq}=g_{pq}$, because there is one occupied orbital.

\subsection{Two-electron integrals}

Products of $i$ with a primitive of angular momentum $l$ have the form $r^lY_{lm}e^{-ar^2}$. We need
\begin{equation}
U_l(a,b)=\iint r_1^lY_{lm}e^{-ar_1^2}\,O(r_{12})\,r_2^lY_{lm}e^{-br_2^2}\,d1\,d2 .
\end{equation}
Let $\mathcal Y(\mathbf r)=r^lY_{lm}$. This polynomial is harmonic, so contractions of derivatives vanish and $\mathcal Y(\nabla)e^{-ar^2}=(-2a)^l\mathcal Y(\mathbf r)e^{-ar^2}$. With $\nabla\to i\mathbf k$ (here $i$ is the imaginary unit), the Fourier transform of $\mathcal Ye^{-ar^2}$ is
\begin{equation}
\left(\frac{\pi}{a}\right)^{3/2}\left(\frac{-i}{2a}\right)^l\mathcal Y(\mathbf k)e^{-k^2/4a}.
\end{equation}
Multiply the conjugate of this transform by the one for $b$. The phases cancel, and the average of $Y_{lm}^2$ over directions is $1/4\pi$. With $\rho=ab/(a+b)$,
\begin{equation}
U_l=\left(\frac{\pi^2}{ab}\right)^{3/2}\frac{1}{4\pi(4ab)^l}\int\frac{d^3k}{(2\pi)^3}\,\tilde O(k)\,k^{2l}e^{-k^2/4\rho}. \label{fourier}
\end{equation}
Back in real space, $k^{2l}$ becomes $(-\nabla^2)^l$ acting on $h=(\rho/\pi)^{3/2}e^{-\rho r^2}$. Put $s=1/4\rho$. Then $h$ obeys $\partial_sh=\nabla^2h$, and with $z=\tau/s$
\begin{align}
\sum_l\frac{\tau^l}{l!}(-\nabla^2)^lh(s)&=h(s-\tau)\\
&=h(s)(1-z)^{-3/2}\exp\!\left(-\frac{\rho r^2z}{1-z}\right).
\end{align}
The factor multiplying $h(s)$ generates the Laguerre polynomials, $\sum_lz^lL_l^{(1/2)}(\rho r^2)$. Comparing powers of $\tau$ gives $(-\nabla^2)^lh=(4\rho)^l\,l!\,L_l^{(1/2)}(\rho r^2)h$. Insert this in \eqref{fourier} and use $\rho/ab=1/(a+b)$:
\begin{equation}
U_l=\frac{\pi^{3/2}\,l!}{(a+b)^{l+3/2}}\int_0^\infty O(r)L_l^{(1/2)}(\rho r^2)e^{-\rho r^2}r^2dr. \label{kernel}
\end{equation}
With $x=\sqrt\rho\,r$ this is a smooth one-dimensional quadrature for $f$, $f^2$ and $f/r_{12}$, so the exponential needs no Gaussian fit. For $O=1/r$, integrating the generating function gives $(1-z)^{-1/2}/(2\rho)$, so $l!$ times the integral is $(\tfrac12)_l/(2\rho)$, where $(\tfrac12)_l=\tfrac12\cdot\tfrac32\cdots(l-\tfrac12)$.

Write $i=\sum_\mu d_\mu e^{-\alpha_\mu r^2}Y_{00}$ and let $N_p$ normalize primitive $p$. The two factors $Y_{00}$ give
\begin{equation}
O_{pq}=\frac{N_pN_q}{4\pi}\sum_{\mu\nu}d_\mu d_\nu U_l(\alpha_\mu+\alpha_p,\alpha_\nu+\alpha_q).
\end{equation}

\subsection{Fock matrix and orbitals}

Let $\sigma=\alpha_p+\alpha_q$. The radial integral $\int r^{2l+2}e^{-\sigma r^2}dr=\Gamma(l+\frac32)/(2\sigma^{l+3/2})$ gives the overlap
\begin{equation}
S_{pq}=N_pN_q\frac{\Gamma(l+\frac32)}{2\sigma^{l+3/2}},\quad
N_p^2=\frac{2(2\alpha_p)^{l+3/2}}{\Gamma(l+\frac32)}.
\end{equation}
On $q$, $-\frac12\nabla^2$ acts as $(2l+3)\alpha_q-2\alpha_q^2r^2$. The mean of $r^2$ in the overlap integrand is $(l+\frac32)/\sigma$, so
\begin{equation}
T_{pq}=(2l+3)\frac{\alpha_p\alpha_q}{\sigma}S_{pq},\qquad
\left\langle p\left|-\frac2r\right|q\right\rangle=-N_pN_q\frac{l!}{\sigma^{l+1}}.
\end{equation}
For the direct term, $e^{-\beta r^2}$ with $\beta=\alpha_\mu+\alpha_\nu$ has the potential $(\pi/\beta)^{3/2}\mathrm{erf}(\sqrt\beta r)/r$. Integration by parts gives $\int re^{-\sigma r^2}\mathrm{erf}(\sqrt\beta r)dr=\sqrt\beta/(2\sigma\sqrt{\sigma+\beta})$. Each further factor $r^2$ is a derivative $-\partial_\sigma$:
\begin{equation}
J_{pq}=N_pN_q\sum_{\mu\nu}\frac{d_\mu d_\nu}{4\pi}\left(\frac\pi\beta\right)^{3/2}(-\partial_\sigma)^l\frac{\sqrt\beta}{2\sigma\sqrt{\sigma+\beta}} .
\end{equation}
The product rule gives the derivatives in closed form. With these matrices the code proceeds as follows.
\begin{enumerate}
\item Iterate $F=T-2/r+2J-K$ in the s space until $\epsilon$ is stationary. The total energy is $2\epsilon-K_{ii}$, since $\epsilon=h_{ii}+K_{ii}$ and $E=2h_{ii}+K_{ii}$, where $h$ is $T-2/r$.
\item Diagonalize $F$ in the orbital basis for each $l$.
\item Add even-tempered primitives, project out the orbital basis, and orthonormalize the rest, dropping nearly dependent combinations. The exponents start at $0.05(l+1)$, grow by the ratio $\exp(0.85/\sqrt{l+3/2})$, and stop once they reach $2\times10^4$ for s or $100(l+1)$ otherwise.
\item Transform $F$, $g$, $f$ and $f^2$ to the combined orbitals.
\end{enumerate}

\subsection{Intermediates V and X}

Expanding the projector gives
\begin{equation}
1-Q=O_1+O_2-O_1O_2+V_1V_2 .
\end{equation}
With the identity resolved into $i$, $a$ and $x$, this contains every pair of the orbital basis once, together with $|ix\rangle$ and $|xi\rangle$. Let $R$ be the matrix $f$ restricted to these removed pairs, and $W=f-R$ the matrix of $Qf|ii\rangle$. Then
\begin{align}
V&=\langle ii|gQf|ii\rangle=\left\langle\frac{f}{r_{12}}\right\rangle-\sum_l(2l+1)\mathrm{tr}(gR),\\
X&=\langle ii|fQf|ii\rangle=\langle f^2\rangle-\sum_l(2l+1)\mathrm{tr}(fR).
\end{align}
The brackets are expectation values in $|ii\rangle$, taken from \eqref{kernel} without any resolution of the identity. Since $i$ is an s orbital, complementary functions enter $V$ and $X$ through $l=0$ alone.

\subsection{Intermediate B}

Split $F=H-K$ with $H=T-2/r+2J$. Writing out the double commutator as $[f,[H,f]]=2fHf-f^2H-Hf^2$ yields
\begin{equation}
fHf=\tfrac12(f^2H+Hf^2)+\tfrac12[f,[H,f]] .
\end{equation}
Local potentials commute with $f$. For the kinetic energy, $[T_1,f]=-\frac12(\nabla_1^2f)-(\nabla_1f)\cdot\nabla_1$, so $[f,[T_1,f]]=|\nabla_1f|^2=(f')^2$. Electron 2 gives the same. With $(f')^2=e^{-2\gamma r_{12}}=\gamma^2f^2$,
\begin{equation}
\langle f(H_1+H_2)f\rangle=\gamma^2\langle f^2\rangle+2\sum_P(f^2)_{Pi}(F+K)_{Pi}. \label{comm}
\end{equation}
Here $P$ runs over all s orbitals, because $H|i\rangle$ is an s function.

The remaining parts follow from $W=f-R$ in $\langle W|F_1+F_2|W\rangle$:
\begin{align}
B={}&\langle f(H_1+H_2)f\rangle-2\sum_l(2l+1)\mathrm{tr}(fKf)\nonumber\\
&-4\sum_l(2l+1)\mathrm{tr}(fFR)+2\sum_l(2l+1)\mathrm{tr}(RFR).
\end{align}
The term with $fKf$ is the one that formally needs all $l$. The others stop at the highest $l$ of the orbital basis. The advantage of \eqref{comm} is that the slowly convergent kinetic energy of the cusp is not expanded in orbitals.

\subsection{Coupling and final energy}

The coupling element is
\begin{equation}
C_{ab}=\langle ab|F_1+F_2|Qf\,ii\rangle=(FW+WF)_{ab}.
\end{equation}
It would vanish if $F$ did not connect virtual and complementary orbitals. Since $\langle ab|Qf\,ii\rangle=0$, no term with $\epsilon$ appears. With $\Delta_{ab}=\epsilon_a+\epsilon_b-2\epsilon$, the functional \eqref{functional} becomes
\begin{align}
E={}&\sum_l(2l+1)\sum_{ab}\left[2t_{ab}(g_{ab}+cC_{ab})+\Delta_{ab}t_{ab}^2\right]\nonumber\\
&+2cV+c^2(B-2\epsilon X).
\end{align}
It is stationary at $t_{ab}=-(g_{ab}+cC_{ab})/\Delta_{ab}$. Inserting this and sorting by powers of $c$ gives
\begin{align}
E&=E_{\rm MP2}+2c\tilde V+c^2\tilde B, \label{final}\\
E_{\rm MP2}&=-\sum_l(2l+1)\sum_{ab}\frac{g_{ab}^2}{\Delta_{ab}},\\
\tilde V&=V-\sum_l(2l+1)\sum_{ab}\frac{g_{ab}C_{ab}}{\Delta_{ab}},\\
\tilde B&=B-2\epsilon X-\sum_l(2l+1)\sum_{ab}\frac{C_{ab}^2}{\Delta_{ab}} .
\end{align}
For $\gamma\to\infty$ the geminal vanishes and conventional MP2 returns. For $\gamma\to0$ the constant $-1/\gamma$ is removed by $Q$, which leaves a linear $r_{12}$ factor.

\subsection{The MP2 limit}

The limit uses conventional MP2 with large even-tempered sets for $l=0,\ldots,10$. At large $l$, the Coulomb component $r_<^l/r_>^{l+1}$ is confined to $|r_1-r_2|\sim r/l$, which gives a factor $1/l$. The $l$ component of $r_{12}$ scales as $l^{-2}$, and the angular integration gives another $1/l$. The energy increments thus fall as $l^{-4}$. The tail is modelled by $A(l+\frac12)^{-4}+A'(l+\frac12)^{-6}$, fitted to the last two increments; the second power is an assumption.

The first four increments are $-13.497$, $-18.979$, $-3.194$ and $-0.933$ mE$_h$. The sum to $l=10$ is $-37.334$ and the tail $-0.041$, so
\begin{equation}
E_{\rm limit}=-37.3745\ {\rm mE_h}.
\end{equation}
Stopping at $l=8$ gives the same value to the digits shown, but this tests only the angular extrapolation. The even-tempered radial sets are not saturated at this level. With a converged radial basis the first two increments become $-13.498$ and $-18.980$, the sum to $l=10$ becomes $-37.337$, and the limit is $-37.3775$ mE$_h$, about 3 $\mu$E$_h$ lower. An F12 calculation in a large basis with $l\le4$ gives $-37.3770$ mE$_h$, which lies below $-37.3745$ but above the converged value, as the upper bound requires. The percentages below refer to $-37.3745$ mE$_h$; the converged value lowers them by about 0.01 and changes no conclusion. The limit belongs to the exact Hartree--Fock orbital; for the cc-pVTZ orbital it lies about 4 $\mu$E$_h$ higher.

\subsection{Triple-zeta result}

The cc-pVTZ basis has 3 s, 2 p and 1 d radial functions, complemented by 20, 16 and 18. The scan gives:
\begin{center}
\begin{tabular}{ccc}
$\gamma$ ($a_0^{-1}$) & $E$ (mE$_h$) & percent of limit\\
0.6 & $-36.990$ & 98.97\\
0.8 & $-37.089$ & 99.24\\
1.0 & $-37.054$ & 99.14\\
1.2 & $-36.976$ & 98.93\\
1.4 & $-36.881$ & 98.68\\
1.6 & $-36.778$ & 98.40\\
1.8 & $-36.671$ & 98.12\\
2.0 & $-36.563$ & 97.83
\end{tabular}
\end{center}
The minimum on the grid is at $\gamma=0.8\,a_0^{-1}$. There $\epsilon=-0.917625$ E$_h$, and in the corresponding atomic units
\begin{equation}
V=-0.008108,\quad X=0.000929,\quad B=0.018259.
\end{equation}
The unprojected $\langle f/r_{12}\rangle$ is $-0.650530$, so $V$ is a small difference of large terms. The cancellation occurs almost entirely in the pairs of the orbital basis, which need accurate integrals but no auxiliary functions; the pairs $|ix\rangle$ and $|xi\rangle$ contribute only about $10^{-4}$ to $V$. The coupling sums with $gC$ and $C^2$ are $0.000799$ and $0.000145$. Hence
\begin{align}
\tilde V&=-0.008108-0.000799=-0.008907,\\
\tilde B&=0.018259+2(0.917625)(0.000929)-0.000145\nonumber\\
&=0.019819.
\end{align}
With $c=\frac12$, equation \eqref{final} gives, in mE$_h$,
\begin{equation}
E=-33.138-8.907+\tfrac14(19.819)=-37.09 .
\end{equation}
This is $-1.009$ eV. The recovered fraction is $37.089/37.3745=99.2$ percent, against 88.7 percent for conventional MP2 in the same basis. This proves the claim for the energy-minimizing $\gamma$. It also holds at the other grid points up to $1.8\,a_0^{-1}$, but fails at $2.0\,a_0^{-1}$.

The coupling matters at $\gamma=0.8\,a_0^{-1}$. There it lowers the energy by $0.799+\frac14(0.145)=0.835$ mE$_h$. Without it the result would be $-36.25$ mE$_h$, or 97.0 percent, at this $\gamma$. This does not make the coupling necessary for the target. The sum with $gC$ has no fixed sign, and the uncoupled expression, which is not a value of the functional \eqref{functional} and hence no bound, exceeds 98 percent at the grid points from $1.2\,a_0^{-1}$ on and lies below the coupled energy from $1.6\,a_0^{-1}$ on.

Minimizing \eqref{final} over $c$ gives $c^*=-\tilde V/\tilde B=0.449$ and $-37.140$ mE$_h$. The cost of the fixed amplitude is $\tilde B(c-c^*)^2=0.05$ mE$_h$. The cusp condition fixes the behaviour at $r_{12}\to0$, whereas $c^*$ minimizes the energy over all distances, so the two need not agree.

With cc-pVDZ and the same $\gamma$, the fraction rises from 69.1 to 97.2 percent, which is below the target. At this $\gamma$, which was not reoptimized for cc-pVDZ, only the triple-zeta set reaches the target.

\subsection{Accuracy and scope}

Resolving exchange up to $l=10$ instead of $l=2$ changes the triple-zeta energy by $-0.005$ mE$_h$, so the s, p, d auxiliary basis suffices for the claim. As a numerical check of $V$, $X$, $B$ and the final energy expression, the functional \eqref{functional} was also summed over explicit partial waves up to $l=10$, with the same tail model beyond. This sum uses no commutator, $f^2$ or $f/r_{12}$ integrals, but it shares the matrices $f$, $g$, $F$, the projector and the amplitudes $t_{ab}$. It gives $-37.091$ mE$_h$, against $-37.094$ from the intermediates with exchange resolved to $l=10$.

The percentage concerns the MP2 correlation energy. The cc-pVTZ Hartree--Fock energy, $-2.861153$ E$_h$, lies $0.53$ mE$_h$ above the large-basis value $-2.861680$ E$_h$. This error exceeds the $0.29$ mE$_h$ still missing from the correlation energy, so an accurate total energy also needs a better Hartree--Fock reference or a singles correction. Correlation beyond second order is absent from both the F12 result and its limit.

\section*{Table of computed values}
\begin{verbatim}
Integral formula, largest relative error: 1.6e-13
<f(H1+H2)f>, test orbital, commutator: 0.1354148 Eh a0^2
<f(H1+H2)f>, test orbital, gradients:  0.1354169 Eh a0^2
HF energy, large basis: -2.8616798 Eh
MP2 limit, partial wave l=0: -13.4970 mEh
MP2 limit, partial wave l=1: -18.9794 mEh
MP2 limit, partial wave l=2: -3.1935 mEh
MP2 limit, partial wave l=3: -0.9331 mEh
MP2 limit, sum l=0..10: -37.3339 mEh
MP2 limit, extrapolated tail l>10: -0.0406 mEh
MP2 limit: -37.3745 mEh
MP2 limit extrapolated from l=0..8: -37.3745 mEh
cc-pVTZ l=0: 3 orbital-basis and 20 complementary radial functions
cc-pVTZ l=1: 2 orbital-basis and 16 complementary radial functions
cc-pVTZ l=2: 1 orbital-basis and 18 complementary radial functions
HF energy, cc-pVTZ: -2.8611533 Eh
1s orbital energy, cc-pVTZ: -0.917625 Eh
gamma=0.6 1/a0: F12 energy -36.9901 mEh, recovered 98.97 percent
gamma=0.8 1/a0: F12 energy -37.0894 mEh, recovered 99.24 percent
gamma=1.0 1/a0: F12 energy -37.0541 mEh, recovered 99.14 percent
gamma=1.2 1/a0: F12 energy -36.9761 mEh, recovered 98.93 percent
gamma=1.4 1/a0: F12 energy -36.8809 mEh, recovered 98.68 percent
gamma=1.6 1/a0: F12 energy -36.7775 mEh, recovered 98.40 percent
gamma=1.8 1/a0: F12 energy -36.6706 mEh, recovered 98.12 percent
gamma=2.0 1/a0: F12 energy -36.5631 mEh, recovered 97.83 percent
Chosen gamma: 0.8 1/a0
<f/r12>: -0.650530 Eh a0
V: -0.008108 Eh a0
X: 0.000929 a0^2
B: 0.018259 Eh a0^2
Coupling sum g C/gap: 0.000799 Eh a0
Coupling sum C^2/gap: 0.000145 Eh a0^2
Effective V: -0.008907 Eh a0
Effective B: 0.019819 Eh a0^2
Best amplitude (fixed value 0.5): 0.4494 1/a0
F12 energy with best amplitude: -37.1402 mEh
Conventional MP2, this code: -33.13756 mEh
Conventional MP2, PySCF: -33.13756 mEh
F12 energy, exchange resolved to l=10: -37.0944 mEh
F12 energy, explicit pair function: -37.0914 mEh
F12 energy, large basis l=0..4: -37.3770 mEh
cc-pVDZ: MP2 -25.8283 mEh (69.11 percent), F12 -36.3291 mEh (97.20 percent)
cc-pVTZ: MP2 -33.1376 mEh (88.66 percent), F12 -37.0894 mEh (99.24 percent)
cc-pVTZ F12 correlation energy: -1.00925 eV
\end{verbatim}
